# Fringe contrast of a thin film at finite spectrometer bandwidth

## Problem

A transparent, plane-parallel film has refractive index $n=1.5$ and thickness $d=50$ micrometres. The same medium lies on both sides of it, and each surface reflects a small fraction $\rho$ of the incident power. Light falls on the film at normal incidence, and the reflectance is recorded while the centre wavelength of a spectrometer is scanned through $\lambda_0=600$ nm. The spectrometer accepts a rectangular band of full width $W=1$ nm. The source is flat across this band, and $n$ is taken as constant.

(a) What is the spacing of the reflectance fringes near 600 nm?

(b) By what factor does the bandwidth reduce the fringe contrast when $\rho\ll1$?

(c) Does the answer to (b) survive if the film stands in air, where $\rho$ is small but not negligible?

Two measures of contrast are used. The **swing** is $R_{\max}-R_{\min}$, and its reduction is stated relative to the swing at perfect resolution. The **visibility** is $(R_{\max}-R_{\min})/(R_{\max}+R_{\min})$.

## Hints

1. For weak reflection, keep two beams, one from each surface. Watch the relative sign of their amplitudes.
2. The phase between the beams is large, but what matters is how much it changes across 1 nm. Expand it about the band centre.
3. The spectrometer adds powers at different wavelengths. Average the reflectance, not the amplitude.
4. For part (c), sum the transmitted beams first and use $R=1-T$. Expand the result in harmonics $\cos m\delta$; the band acts on each harmonic separately.

## Solution

### The two-beam reflectance

Let $r$ be the amplitude reflection coefficient of the front surface, seen from outside, so that $\rho=r^2$. At the back surface the light meets the same pair of media in the opposite order, so the coefficient there is $-r$. The second beam crosses the front surface twice, which multiplies its amplitude by $1-\rho$. It also travels an extra optical path $2nd$. The sum of the two beams is

$$
r-(1-\rho)\,r\,e^{i\delta},\qquad \delta=\frac{4\pi nd}{\lambda}.
$$

For $\rho\ll1$ the factor $1-\rho$ is replaced by 1, and beams with more internal reflections are dropped. Then

$$
R=\rho\,|1-e^{i\delta}|^2=2\rho\,(1-\cos\delta).
$$

At perfect resolution $R$ runs from 0 to $4\rho$. The swing is $4\rho$ and the visibility is 1.

### (a) Fringe spacing

Put $\lambda=\lambda_0+u$ and expand the phase:

$$
\delta(\lambda_0+u)=\frac{\delta_0}{1+u/\lambda_0}
=\delta_0\left(1-\frac{u}{\lambda_0}+\frac{u^2}{\lambda_0^2}-\dots\right),
\qquad \delta_0=\frac{4\pi nd}{\lambda_0}.
$$

One fringe corresponds to a phase change of $2\pi$. To first order this requires $\delta_0\,\Delta\lambda/\lambda_0=2\pi$, hence

$$
\Delta\lambda=\frac{2\pi\lambda_0}{\delta_0}=\frac{\lambda_0^2}{2nd}
=\frac{(600\ \text{nm})^2}{2(1.5)(50\,000\ \text{nm})}=2.4\ \text{nm}.
$$

The band therefore covers a little less than half a fringe.

The linear expansion is safe here. The phase is $\delta_0=1570.8$ rad, and at the band edge, $u=W/2$, the quadratic term is

$$
\delta_0\left(\frac{W}{2\lambda_0}\right)^2
=1570.8\left(\frac{1}{1200}\right)^2\approx0.0011\ \text{rad},
$$

which is negligible beside one radian.

### (b) Average over the band

The recorded reflectance is the mean of $R$ over $-W/2<u<W/2$. The constant term is unaffected. The oscillating term needs

$$
\frac1W\int_{-W/2}^{W/2}\cos\!\left(\delta_0-\frac{2\pi u}{\Delta\lambda}\right)du .
$$

Expand the cosine of the difference:

$$
\cos\delta_0\cos\frac{2\pi u}{\Delta\lambda}
+\sin\delta_0\sin\frac{2\pi u}{\Delta\lambda}.
$$

The second term is odd in $u$ and integrates to zero over the symmetric band. The first gives

$$
\frac{\cos\delta_0}{W}\left[\frac{\Delta\lambda}{2\pi}
\sin\frac{2\pi u}{\Delta\lambda}\right]_{-W/2}^{W/2}
=\cos\delta_0\,\frac{\Delta\lambda}{\pi W}\sin\frac{\pi W}{\Delta\lambda}
=s_1\cos\delta_0,
$$

with

$$
s_1=\frac{\sin x}{x},\qquad x=\frac{\pi W}{\Delta\lambda}.
$$

The recorded reflectance is therefore

$$
\bar R=2\rho\,(1-s_1\cos\delta_0).
$$

As the spectrometer is scanned over one fringe, $\cos\delta_0$ runs between $-1$ and 1, while $s_1$ hardly changes. The extrema are $2\rho(1\pm s_1)$. Their difference is $4\rho|s_1|$ and their sum is $4\rho$. Swing and visibility are thus reduced by the same factor,

$$
C=\left|\frac{\sin x}{x}\right|.
$$

For the given film,

$$
x=\frac{\pi(1\ \text{nm})}{2.4\ \text{nm}}=1.3090,
\qquad C=\frac{\sin(1.3090)}{1.3090}=0.7379 .
$$

The contrast falls to about 74 percent of its resolved value.

This was tested by a direct calculation that does not use the two-beam formula. The reflectance was found from the characteristic matrix of the film, averaged over the band, and the extrema were read from the resulting spectrum. With the film immersed in a medium of index 1.47, where $\rho\approx0.0001$, both the swing ratio and the visibility came out as 0.7379. These values use the minimum at 600 nm and the mean of its two neighbouring maxima. Because $\Delta\lambda$ grows with $\lambda$, a single neighbour gives a swing ratio of 0.737 or 0.739, and the contrast rises by about 0.004 from one fringe to the next. The directly calculated values quoted below, apart from the residue at $W=2.4$ nm, are read the same way and drift at a similar rate.

Two limits show how the factor behaves. For $x\ll1$, $C\approx1-x^2/6$. Since $x=2\pi ndW/\lambda_0^2$, the loss then grows as the square of the bandwidth and as the square of the thickness, the other quantities being fixed. When $W=\Delta\lambda$, $x=\pi$ and $C=0$: the band covers one whole fringe, and its bright and dark parts cancel. For $W$ between $\Delta\lambda$ and $2\Delta\lambda$, $s_1$ is negative, so fringes reappear with maxima and minima exchanged.

In the direct calculation with $W=2.4$ nm, a small residue remained, and its size depends on where the spectrum is read. Because $\Delta\lambda$ varies as $\lambda^2$, it differs by 0.4 percent at a point 1.2 nm from the centre, so the cancellation cannot hold across a whole fringe. Relative to the resolved value, the amplitude of the oscillation is about 0.004 at 1.2 nm from the centre and 0.008 at 2.4 nm. At 600 nm itself the quadratic term of the phase leaves about 0.001.

### (c) The film in air

In air $\rho=(0.5/2.5)^2=0.04$. The transmitted beams form a geometric series with ratio $z=\rho e^{i\delta}$. Apart from a common phase, their sum is $(1-\rho)/(1-z)$, so

$$
T=\frac{(1-\rho)^2}{|1-z|^2}.
$$

To find the harmonics of $T$, sum two more geometric series:

$$
1+2\sum_{m\ge1}\rho^m\cos m\delta
=1+\frac{z}{1-z}+\frac{z^*}{1-z^*}
=\frac{1-|z|^2}{|1-z|^2}
=\frac{1-\rho^2}{|1-z|^2}.
$$

The third expression follows by using the common denominator $|1-z|^2=1-z-z^*+|z|^2$. The film does not absorb, so $R=1-T$, and

$$
R=1-g\left[1+2\sum_{m\ge1}\rho^m\cos m\delta\right],
\qquad g=\frac{1-\rho}{1+\rho}.
$$

Harmonic $m$ has $m$ times the phase. The integral of part (b) therefore multiplies it by $s_m=\sin(mx)/(mx)$. For the present numbers $s_2=0.191$ and $s_3=-0.180$. The first harmonic dominates, and the minimum and maximum remain at $\delta_0=0$ and $\delta_0=\pi$, modulo $2\pi$.

In the difference $\bar R(\pi)-\bar R(0)$ the even harmonics cancel:

$$
\bar R_{\max}-\bar R_{\min}=4g\sum_{m\ \text{odd}}\rho^m s_m .
$$

At perfect resolution every $s_m=1$ and the sum is $\rho/(1-\rho^2)$. Dividing by that case gives the swing ratio

$$
(1-\rho^2)\left(s_1+\rho^2s_3+\dots\right)
=0.9984\,(0.7379-0.0003)=0.736 .
$$

In the sum of the extrema the odd harmonics cancel. With $1-g=2\rho/(1+\rho)$,

$$
\bar R_{\max}+\bar R_{\min}
=\frac{4\rho}{1+\rho}\left[1-(1-\rho)\sum_{m\ \text{even}}\rho^{m-1}s_m\right].
$$

The visibility is the quotient of difference and sum:

$$
V=\frac{(1-\rho)(s_1+\rho^2s_3+\dots)}
{1-(1-\rho)(\rho s_2+\dots)}
=\frac{0.96\times0.7376}{1-0.96\times0.04\times0.191}=0.713 .
$$

The direct calculation gives the same values, 0.7364 and 0.7133. In air the swing still falls to about 74 percent, but the visibility falls from 1 to about 71 percent. To first order in $\rho$, $V\approx s_1[1-\rho(1-s_2)]$. The extra loss comes from the second harmonic: the band suppresses it, which raises the sum of the extrema but has no effect on their difference, where even harmonics cancel. This extra loss vanishes as $\rho\to0$, which is why the single figure of 74 percent for both measures requires weak reflection.

## Variation 1: a triangular band

**Question.** The band is triangular instead of rectangular, with the same full width at half maximum, $W=1$ nm. What is the contrast factor for weak reflection?

**Solution.** The normalized weight is $(1-|u|/W)/W$ for $|u|<W$. It is even, so only the cosine term survives. With $q=2\pi/\Delta\lambda$, integration by parts gives

$$
\frac2W\int_0^W\left(1-\frac uW\right)\cos qu\,du
=\frac{2}{qW^2}\int_0^W\sin qu\,du
=\frac{2(1-\cos qW)}{(qW)^2}.
$$

The boundary term is zero because $1-u/W$ vanishes at $u=W$ and $\sin qu$ vanishes at $u=0$. Since $1-\cos qW=2\sin^2(qW/2)$ and $qW/2=x$, the factor is

$$
\left(\frac{\sin x}{x}\right)^2=C^2=0.7379^2=0.5445 .
$$

The direct calculation for the immersed film also gives 0.5445. The contrast is now about 54 percent. A bandwidth quoted as "1 nm" does not fix the contrast until the shape of the band is known.

## Variation 2: an acrylic film in a simple reflectometer

**Question.** The film is free-standing acrylic (PMMA) in air, and the band is again rectangular. Take these rough values: Abbe number 57, an illumination cone of numerical aperture $A=0.05$, a linear thickness change $t=50$ nm from one side of a square spot to the opposite side, and a birefringence $b=0.0001$. How far does the swing ratio move from 74 percent?

**Solution.** If a phase is spread uniformly over an interval of half-width $y$, the mean of its cosine is the cosine at the midpoint times $\sin y/y$. This is the integral of part (b) again. Each effect needs its own phase spread.

*Dispersion.* When $n$ depends on $\lambda$,

$$
\frac{d\delta}{d\lambda}=-\frac{4\pi d}{\lambda^2}\left(n-\lambda\frac{dn}{d\lambda}\right),
$$

so the group index $n_g=n-\lambda\,dn/d\lambda$ replaces $n$ in the fringe spacing. For $n=a+B/\lambda^2$ this is $n_g=n+2B/\lambda^2$. The Abbe number is $(n-1)$ divided by the index difference between 486.1 and 656.3 nm, which fixes $B$ if $n=1.5$ is used in the numerator. The result is $n_g=1.5255$. The spacing becomes 2.36 nm and the bandwidth factor 0.730. These figures keep the model index $n=1.5$. PMMA itself has $n\approx1.49$ at 600 nm, which gives $n_g\approx1.52$, a spacing near 2.38 nm and a factor near 0.733, and raises the combined swing ratio below by about 0.003.

*Cone of light.* At angle $\theta$ in air the phase is

$$
\frac{4\pi d}{\lambda_0}\sqrt{n^2-\sin^2\theta}
\approx\delta_0-\frac{2\pi d\sin^2\theta}{n\lambda_0}.
$$

For light spread uniformly in $\sin^2\theta$ up to $A^2$, the half-width is $y=\pi dA^2/(n\lambda_0)=0.436$, and the factor is 0.969.

*Thickness change.* Here $y=2\pi nt/\lambda_0=0.785$, and the factor is 0.900.

*Birefringence.* Two equally strong polarizations have phases shifted by $\pm2\pi bd/\lambda_0$. Their mean gives the factor $\cos(2\pi bd/\lambda_0)=0.999$.

For independent spreads the averages factorize. In the two-beam limit, with the product taken before the factors are rounded,

$$
0.7297\times0.9686\times0.9003\times0.9986=0.6355 .
$$

The direct calculation with all four effects and multiple reflections gives a swing ratio of 0.634 and a visibility of 0.612. The small difference between 0.6355 and 0.634 is comparable with $\rho^2=0.0016$, the order of the terms left out of the product.

For these assumed values the swing falls to about 63 percent, not 74 percent. Apart from the bandwidth itself, the largest loss comes from the thickness change, although 50 nm is only 0.1 percent of the film thickness. Uniform thickness over the measured spot is thus the film assumption that matters most here. The ranking depends on the small aperture: the phase spread of the cone grows as $A^2$, so the cone factor equals the thickness factor at $A\approx0.067$ and falls to 0.56 at $A=0.1$. The assumed wedge and aperture depend on the sample and the instrument, and should be replaced by measured values in an actual analysis. The shape of the band can matter even more: the triangular band of Variation 1 lowers the ideal factor from 0.74 to 0.54. Absorption, scattering and the small change of surface reflectance with angle are not included. The numerical output lists the separate factors beside their directly calculated values.

## Table of computed values

```
Centre wavelength: 600.0 nm
Film index: 1.500
Film thickness: 50.0 micrometres
Rectangular full bandwidth: 1.00 nm
Interference order 2nd/lambda: 250.0
Round-trip phase: 1570.80 rad
Fringe spacing, formula: 2.400 nm
Fringe spacing, simulated spectrum: 2.400 nm
Half phase range x: 1.3090 rad
Contrast factor C, formula: 0.7379
Quadratic phase at band edge: 0.00109 rad
Immersion index for weak-reflection test: 1.470
Surface reflectance, immersed: 0.000102
Swing ratio, immersed, simulated: 0.7379
Visibility, immersed, simulated: 0.7379
Surface reflectance in air: 0.0400
Resolved swing in air (reflectance): 0.1479
Band-averaged swing in air (reflectance): 0.1089
Swing ratio in air, series: 0.7364
Swing ratio in air, simulated: 0.7364
Visibility in air, series: 0.7133
Visibility in air, simulated: 0.7133
Swing ratio when bandwidth equals spacing: 0.0043
Triangular band, C squared: 0.5445
Triangular band, simulated: 0.5445
Assumed Abbe number (rough): 57
Group index: 1.5255
Fringe spacing with dispersion: 2.360 nm
Contrast factor with dispersion, formula: 0.7297
Swing ratio with dispersion, simulated: 0.7283
Assumed numerical aperture (rough): 0.050
Cone factor, formula: 0.9686
Cone factor, simulated: 0.9682
Assumed thickness change over spot (rough): 50.0 nm
Thickness factor, formula: 0.9003
Thickness factor, simulated: 0.8994
Assumed birefringence (rough): 0.00010
Birefringence factor, formula: 0.9986
Birefringence factor, simulated: 0.9986
All effects, product of factors: 0.6355
All effects, simulated swing ratio: 0.6342
All effects, simulated visibility: 0.6121
```
